Junction capacitances and transit delay from cutoff-frequency data

**Problem**

An npn transistor at 300 K is measured in forward-active operation with its collector shorted to its emitter for the signal. The synthetic data below give the cutoff frequency fT at eight collector currents I. Each fT carries an independent random error of 1 percent, and all currents lie below the onset of the Kirk effect.

I (mA): fT (GHz)
0.40: 21.23
0.50: 23.64
0.65: 26.18
0.80: 28.00
1.00: 30.12
1.40: 32.60
2.00: 35.28
3.00: 37.81

Separate measurements have given the emitter resistance R_E = 5 Ω, the collector resistance R_C = 20 Ω and the collector junction capacitance C_jc = 7.77 fF. The emitter junction capacitance C_je may be taken as constant over this range. Plot 1/(2πfT) against 1/I. Find C_je and the time τ_F that carriers contribute to the delay through base and collector.

**A tempting solution**

The current follows I ∝ exp(V_BE/V_T), where V_T = kT/q = 25.852 mV. A small change dI therefore needs a base-emitter voltage change dV = V_T dI/I. The base must supply charge to the emitter junction and to the carriers in transit:

dQ = C_je dV + τ_F dI.

Since fT measures the charge supplied per change of collector current,

1/(2πfT) = dQ/dI = τ_F + V_T C_je/I.

The collector capacitance seems to play no part, because the collector terminal is held at a fixed voltage. A straight-line fit, carried out below, has slope 1.508 ps·mA and intercept 3.757 ps. This reading gives C_je = 58.3 fF and τ_F = 3.76 ps.

**Where it fails**

A capacitor takes up charge when the voltage between its two plates changes. The collector terminal is fixed, but the base rises by dV when the current rises, so C_jc must be charged too. In addition, the current change lowers the internal collector node by R_C dI and raises the internal emitter node by about R_E dI. The base-collector voltage thus changes by

dV + (R_E + R_C) dI,

and the missing charge per unit current is

C_jc V_T/I + (R_E + R_C) C_jc.

The first term belongs to the slope, the second to the intercept. The quality of the straight line cannot reveal the mistake, because the omitted terms have the same two dependences on I as the terms kept.

**The circuit, step by step**

Signals vary as exp(iωt), with ω = 2πf. Let v be the internal base-emitter voltage, u the internal base-collector voltage, g_m = I/V_T the transconductance and β the low-frequency current gain. The input capacitance is C_π = C_je + g_m τ_F, because the transit charge is τ_F dI = τ_F g_m v. Base and collector currents are

i_b = (g_m/β + iωC_π) v + iωC_jc u,
i_c = g_m v − iωC_jc u.

The minus sign appears because current through C_jc flows out of the collector terminal, while i_c is counted inwards. With both outer terminals at signal ground, the internal emitter is at R_E(i_b + i_c) and the internal collector at −R_C i_c. Hence

u = v + R_E(i_b + i_c) + R_C i_c.

In the expressions for the currents, u is already multiplied by ω. To first order in ω it can therefore be evaluated with i_c = g_m v and i_b = g_m v/β. With a = 1 + 1/β,

u = U v, U = 1 + g_m(aR_E + R_C).

The inverse current gain 1/h21 = i_b/i_c becomes

1/h21 = [1/β + iω(C_π + C_jc U)/g_m] / [1 − iωC_jc U/g_m].

Expanding the denominator to first order adds (1/β)·iωC_jc U/g_m, so

1/h21 = 1/β + iω(C_π + aC_jc U)/g_m.

The cutoff frequency is defined here by Im(1/h21) = f/fT at f well below fT. Dividing by ω = 2πf and inserting U gives

1/(2πfT) = C_π/g_m + aC_jc(1/g_m + aR_E + R_C).

For large β, a may be set to 1. With 1/g_m = V_T/I,

1/(2πfT) = τ0 + V_T(C_je + C_jc)/I,
τ0 = τ_F + (R_E + R_C)C_jc.

The base resistance is absent because h21 is a ratio of currents, and the same base current flows whatever that resistance is. For β = 100, setting a = 1 changes the C_jc terms by about 1 percent. These terms make up less than a tenth of the total delay here, so the total changes by only about 0.1 percent, far below the data error.

**Why the transit time is independent of current**

The circuit formula gives a straight line if τ_F and the capacitances are constant. The transit time has a base part and a collector part.

In a uniform base of width W_B, the injected electron density n obeys iωn = D n″, where D is the diffusivity. This holds as long as n stays far below the base doping. Recombination is already counted in β. With n(0) = n0 and n(W_B) = 0, and with κ² = iω/D,

n(x) = n0 sinh[κ(W_B − x)]/sinh(κW_B).

The flux −D n′ is Dκn0 cosh(κW_B)/sinh(κW_B) at the entrance and Dκn0/sinh(κW_B) at the exit. Their difference is the rate at which electron charge builds up, which the base contact must neutralize with holes. Relative to the exit flux it is

cosh(κW_B) − 1 ≈ κ²W_B²/2 = iωW_B²/(2D).

The base part is therefore τ_B = W_B²/(2D), which does not contain I as long as W_B is fixed.

The condition n(W_B) = 0 treats the collector edge as a perfect sink. Electrons that leave at a finite speed v_s with current density J need the density J/(qv_s) there. This raises n by the same amount throughout the base and adds W_B/v_s to the delay, again independent of current. The synthetic model leaves this term out.

The collector layer has donor density N, thickness W_C and current density J. It is fully depleted, and electrons cross it at constant speed v_s, so their density is J/(qv_s). Let F be the magnitude of the field and x the distance from the base side. Poisson's equation is

dF/dx = −(q/ε)(N − J/(qv_s)).

Integrating once gives F(x) = F(0) − (q/ε)(N − J/(qv_s))x. The integral of F over the layer must equal the junction voltage V:

V = F(0)W_C − (q/(2ε))(N − J/(qv_s))W_C².

Solving for the field at the base,

F(0) = V/W_C + (qW_C/(2ε))(N − J/(qv_s)).

The base side carries a negative charge of magnitude εF(0) per area. When F(0) falls, holes must be supplied to reduce that charge. Over the area A through which the current flows, I = AJ, and the hole charge supplied is

−εA dF(0) = (W_C/(2v_s)) dI − (εA/W_C) dV.

The first term gives τ_C = W_C/(2v_s). The factor 1/2 arises because at fixed voltage the charge of the moving electrons is balanced half at each side of the layer. The second term is the capacitance, since V rises when the base-collector voltage u falls. Junction area outside the current path adds capacitance of the same form. With the edges of the layers held fixed, both τ_C and C_jc are independent of current, and τ_F = τ_B + τ_C.

**The Kirk limit**

The argument needs F > 0 throughout the layer. At the base side, F(0) reaches zero when

J_K = qv_s[N + 2εV/(qW_C²)].

Beyond this current density the solution would give a reversed field at the base. Holes then enter the collector layer, and the constancy just derived loses its basis. Points above the onset must therefore be left out of the fit. At the far side and small current, F > 0 requires V > qNW_C²/(2ε).

The synthetic transistor has W_C = 200 nm, N = 3×10¹⁶ cm⁻³, v_s = 10⁷ cm/s, V = 1.8 V before the drop across R_C, and an emitter area of 5 μm². Full depletion needs 0.93 V, which is available. Including the drop IR_C, the onset lies at 6.72 mA, and the largest current in the data is 0.45 of that.

**The fit**

Let x = 1/I and y = 1/(2πfT). The first point has y = 1/(2π × 21.23 GHz) = 7.497 ps at x = 2.5 mA⁻¹; the last has y = 4.209 ps at x = 0.333 mA⁻¹. A relative error of 1 percent in fT is, to first order, one of 1 percent in y. Each point therefore gets the weight w = 1/(0.01y)².

Minimizing Σw(y − τ0 − bx)² with respect to τ0 and b gives

S_y = τ0 S + b S_x,
S_xy = τ0 S_x + b S_xx,

where S = Σw, S_x = Σwx, and so on. With times in ps and currents in mA, the sums are

S = 2812.128, S_x = 2780.912, S_y = 14756.689,
S_xx = 3876.400, S_xy = 16291.104.

Eliminating one unknown at a time, with Δ = S S_xx − S_x² = 3.1675×10⁶,

b = (S S_xy − S_x S_y)/Δ = 4.7756×10⁶/Δ = 1.508 ps·mA,
τ0 = (S_xx S_y − S_x S_xy)/Δ = 1.18987×10⁷/Δ = 3.757 ps.

For the errors, write b = Σw(Sx − S_x)y/Δ and treat the weights as fixed. Each y has variance 1/w, so

var(b) = Σw(Sx − S_x)²/Δ² = S(S S_xx − S_x²)/Δ² = S/Δ.

The same calculation for the intercept gives var(τ0) = S_xx/Δ. The standard errors are 0.030 ps·mA and 0.035 ps. The weighted sum of squared residuals is 3.6 for 6 degrees of freedom, so the scatter is compatible with the assumed error.

**The correct reading**

Since 1 ps·mA = 1 fC, the slope gives

C_je + C_jc = 1.5077 fC/0.025852 V = 58.3 ± 1.2 fF.

Subtracting the separately known C_jc,

C_je = 58.3 − 7.8 = 50.5 ± 1.2 fF.

The resistive part of the intercept is

(R_E + R_C)C_jc = 25 Ω × 7.77 fF = 0.194 ps,

which leaves

τ_F = 3.757 − 0.194 = 3.56 ± 0.04 ps.

These errors treat R_E, R_C and C_jc as known without error.

The values used to generate the data were C_je = 49.9 fF and τ_F = 3.57 ps. The latter consists of τ_B = 2.57 ps, from W_B = 60 nm and D = 7 cm²/s, and τ_C = 1.00 ps. Both recovered values agree within one standard error. The tempting reading overstated C_je by 17 percent and τ_F by 5 percent, which is about seven and five standard errors.

The generating parameters also show which delay dominates. The capacitive term equals τ0 at

I = V_T(C_je + C_jc)/τ0 = 1.491 ps·mA/3.766 ps = 0.40 mA.

Far below this current, fT is proportional to I. Far above it, the formula tends to 1/(2πτ0) = 42 GHz. That limit lies outside the formula's range: at the Kirk onset the formula gives 40 GHz, even if the electron speed is assumed constant up to that point.

**When the emitter capacitance varies**

The problem allowed a constant C_je, but a depletion capacitance grows with forward bias. Let C(x) be the sum of both capacitances, so that y = τ0 + V_T x C(x). Because ln I = −ln x, x dC/dx = −dC/d ln I, and the tangent has the slope

dy/dx = V_T(C − dC/d ln I).

Its intercept is

y − x dy/dx = τ0 + V_T x dC/d ln I.

If the capacitance grows with current, the slope thus gives too small a capacitance and the intercept too long a delay. In the depletion approximation, a one-sided junction with remaining barrier ψ has C_je ∝ ψ^(−1/2). Raising the current lowers the barrier according to dψ = −V_T d ln I, so

dC_je/d ln I = C_je V_T/(2ψ).

With ψ = 0.25 V and C_je = 49.9 fF at 1 mA, this is 2.6 fF. The tangent there should give 57.7 − 2.6 = 55.1 fF and an intercept of 3.83 ps. A numerical solution of the full circuit also gives 55.1 fF and 3.83 ps.

A weighted fit to noise-free data at the same eight currents, with C_je rising from 47.7 to 53.0 fF, gives 54.8 fF and 3.83 ps. Relative to the true sum at 1 mA, the capacitance is 5 percent low. This systematic error is more than twice the statistical one. If the bias dependence is known, subtracting V_T x[C(x) − C(1 mA)] from y restores a straight line.

The depletion law serves here only to illustrate the effect, because it neglects the electrons inside the junction layer. At 1 mA their density at the base edge of the layer is about 3.6 percent of the base doping. It grows as exp(φ/V_T), where φ is the potential measured from that edge, and exceeds the doping once φ passes V_T ln(1/0.036) = 0.086 V, well short of the 0.25 V barrier. The capacitance of a real junction at this bias can therefore be much larger than the law gives. For an abrupt junction with the same base doping and area and with Boltzmann statistics, including these electrons gives roughly 84, 99 and 120 fF at 0.4, 1 and 3 mA. This is twice the depletion value at 1 mA and rises faster with current. Its bias dependence must be measured, or computed with these electrons included.

**Comparison with a real transistor**

The parameters are rough values in the regime of a fast silicon npn transistor. Silicon-germanium transistors with thinner bases can be much faster, with cutoff frequencies of some hundreds of GHz. In the depletion model above, the variation of C_je lowers the fitted capacitance by 5 percent; a real junction at so low a barrier can behave differently. The delay of a real device also contains the omitted term W_B/v_s, which is 0.6 ps for the values used here. Incomplete velocity saturation lengthens the delay further. With a low-field mobility μ = 1000 cm²/(V·s), a drift speed μF/(1 + μF/v_s) and a fixed junction voltage of 1.8 V, τ_C becomes 1.10 ps at the lowest current and 1.16 ps at the highest, instead of 1.00 ps. The size of this effect depends strongly on the law chosen: the sharper form μF/[1 + (μF/v_s)²]^(1/2) gives at most 1.01 ps. The collector part of the intercept is then no longer W_C/(2v_s), and the line is slightly bent.

Self-heating also affects the intercept. It raises the temperature by R_th V_CE I, where R_th is the thermal resistance. In the term kT(C_je + C_jc)/(qI) the current cancels, leaving a constant delay (k/q)R_th V_CE(C_je + C_jc). For R_th = 2000 K/W and V_CE = 1.85 V it is 0.018 ps if C_je stays constant; the changes of C_je, D and v_s with temperature are not included and may matter more. High injection matters too, since the electron density in the base reaches about 11 percent of the doping at 3 mA. The extra holes set up a field that speeds the electrons through the base: with n(W_B) = 0, the base delay falls by about 0.15 ps at 3 mA. They also weaken the transconductance, so the base voltage swing that charges C_jc is 5 percent larger at 3 mA. Part of that swing falls in the neutral base, however. The emitter barrier, which sets the charge on C_je in the depletion model, changes only by V_T dn0/n0, 4 percent less than at low injection. Together the two capacitive terms change the delay by about −0.01 ps at 3 mA. A line fitted at the eight currents then has an intercept about 0.16 ps lower and gives a capacitance about 2.3 fF higher. Both shifts exceed the statistical errors. The high-injection entry in the numerical output ignores the field and applies the full voltage swing to both capacitances, so it is not an estimate of the net shift. Finally, the emitter depletion layer shrinks as the current rises, which widens the neutral base. In the depletion model, with W_B = 60 nm taken as the width at 1 mA, this raises the fitted intercept by about 0.1 ps and lowers the fitted capacitance by a further 1.4 fF. The depletion layer on the collector side of the base shrinks too, because its thickness εF(0)/(qN_B) follows the falling field F(0). For a base doping N_B = 3×10¹⁸ cm⁻³ it goes from 2.8 nm at the lowest current to 1.6 nm at the highest, which, again with W_B = 60 nm at 1 mA, raises the fitted intercept by about 0.17 ps and lowers the fitted capacitance by about 3.5 fF. Holes stored in the emitter add a further delay. If the base current consists of holes that cross an emitter of thickness W_E with diffusivity D_p and recombine at its contact, this delay is about W_E²/(2D_pβ), or 0.25 ps for W_E = 100 nm, D_p = 2 cm²/s and β = 100. The intercept of a real device is therefore an effective total delay, and its separation into transit times is only as good as the corrections for all these effects. The numerical output lists the values behind the estimates for self-heating and velocity saturation.

Computed results

```
T = 300 K, kT/q = 25.852 mV, eps_r = 11.7
Areas: emitter 5, collector 15 um2
Base: WB = 60 nm, D = 7 cm2/s, NB = 3.0e+18 cm^-3
Collector: WC = 200 nm, v = 1.0e+07 cm/s, N = 3.0e+16 cm^-3
VCB = 1.0 V, junction voltage V = 1.8 V
Voltage for full depletion = 0.928 V
RE = 5, RC = 20, RB = 50 ohm, beta = 100
Emitter barrier at 1 mA = 0.25 V
tauB: formula 2.5714, numeric 2.5714 ps
tauC: formula 1.0000, numeric 1.0000 ps
Cje = 49.90, Cjc = 7.77, sum = 57.67 fF
(RE+RC)Cjc = 0.1942 ps, tau0 = 3.7657 ps
True slope (kT/q)(Cje+Cjc) = 1.4908 ps mA
Kirk current without RC drop = 7.065 mA
Kirk current with RC drop: formula 6.717, numeric 6.717 mA
Largest current / Kirk current = 0.447
At 1 mA, noise-free: fT = 30.256 GHz
At 1 mA, 3 GHz: |h21| = 10.042, f|h21| = 30.126 GHz
Data: IC (mA), 1/IC (1/mA), fT (GHz), 1/(2 pi fT) (ps)
  0.40  2.5000  21.23  7.4967
  0.50  2.0000  23.64  6.7324
  0.65  1.5385  26.18  6.0793
  0.80  1.2500  28.00  5.6841
  1.00  1.0000  30.12  5.2840
  1.40  0.7143  32.60  4.8821
  2.00  0.5000  35.28  4.5112
  3.00  0.3333  37.81  4.2093
Weighted sums: S = 2812.128 ps^-2, Sx = 2780.912 ps^-2 mA^-1
  Sy = 14756.689 ps^-1, Sxx = 3876.400 ps^-2 mA^-2
  Sxy = 16291.104 ps^-1 mA^-1
Fitted slope = 1.5077 +- 0.0298 ps mA
Fitted intercept = 3.7565 +- 0.0350 ps
Correlation = -0.842, chi-square = 3.60 for 6 degrees of freedom
Recovered Cje+Cjc = 58.32 +- 1.15 fF
Recovered Cje after subtracting Cjc = 50.55 fF
Recovered transit time = 3.5623 ps, true 3.5714 ps
Varying Cje: 47.69 fF at lowest IC, 53.00 fF at highest
dCje/dlnIC at 1 mA = 2.580 fF
Tangent capacitance: formula 55.086, numeric 55.145 fF
Tangent intercept: formula 3.8324, numeric 3.8346 ps
Line fit, varying Cje, no noise: 54.84 fF, 3.8317 ps
Self-heating: Rth = 2000 K/W, VCE = 1.85 V, rise at top IC = 11.1 K
  intercept shift: formula 0.0184, fit 0.0184 ps
Injected density at top IC = 3.21e+17 cm^-3, n/NB = 0.107
High-injection added delay: 0.0524 ps at lowest IC, 0.0480 ps at highest
Fermi statistics: kT/q factor raised by 0.401 percent
tauC with mobility 1000 cm2/Vs: 1.1022 ps lowest IC, 1.1605 ps highest
Field, lowest IC: base side 0.1287, far side 0.0513 MV/cm
Field, highest IC: base side 0.0755, far side 0.0985 MV/cm
Avalanche M-1 at lowest IC = 1.44e-04, beta(M-1) = 1.44e-02
```
